# Diffuse-Mismatch Conductance from Full-Zone Phonon Dispersions: Binning, Balance and Convergence: a numerical check

```python
"""Diffuse-mismatch conductance from full Brillouin-zone dispersions.

Result under test: G = sum_b C(w_b,T) SA SB/(SA+SB), where SA, SB are the
one-way normal flux weights (1/(m^2 s)) of crystals A and B in frequency bin b,
and C = hbar w dn/dT is the heat capacity of one mode.
Transmission from A to B is SB/(SA+SB).
Independent reference: SA, SB from counting upward crossings of a frequency
along k_z, which uses neither group velocities nor binned modes.
A: monatomic fcc, nearest-neighbour central springs.
B: diatomic rock salt, central springs to first and second neighbours.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import hbar, h as planck, k as kB, atomic_mass

# Model parameters (SI)
aA, mA, KA = 0.40e-9, 60 * atomic_mass, 25.0
aB, mB1, mB2 = 0.50e-9, 30 * atomic_mass, 50 * atomic_mass
KB1, KB2 = 20.0, 6.0
NU_MAX = 8.0e12          # upper edge of the common frequency range, Hz
NB_FINE = 8192
OFFSET = np.array([0.31, 0.17, 0.43])   # generic: no inversion symmetry

fcc = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                if np.dot(v, v) == 2], float)
sc = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
               if np.dot(v, v) == 1], float)


def projectors(vectors):
    n = vectors / np.linalg.norm(vectors, axis=1)[:, None]
    return np.einsum('di,dj->dij', n, n).reshape(len(n), 9)


P_fcc, P_sc = projectors(fcc), projectors(sc)


def spring_sums(k, a, vectors, proj):
    """Sum of nn^T cos(k.d), and sum of nn^T d_z sin(k.d)."""
    d = vectors * a / 2
    phase = k @ d.T
    c = (np.cos(phase) @ proj).reshape(-1, 3, 3)
    s = ((np.sin(phase) * d[:, 2]) @ proj).reshape(-1, 3, 3)
    return c, s


def dyn_A(k):
    c, s = spring_sums(k, aA, fcc, P_fcc)
    total = P_fcc.sum(0).reshape(3, 3)
    return KA / mA * (total - c), KA / mA * s


def dyn_B(k):
    c2, s2 = spring_sums(k, aB, fcc, P_fcc)
    c1, s1 = spring_sums(k, aB, sc, P_sc)
    same = (KB1 * P_sc.sum(0) + KB2 * P_fcc.sum(0)).reshape(3, 3) - KB2 * c2
    D = np.empty((len(k), 6, 6))
    dD = np.empty_like(D)
    root = np.sqrt(mB1 * mB2)
    D[:, :3, :3], D[:, 3:, 3:] = same / mB1, same / mB2
    D[:, :3, 3:] = D[:, 3:, :3] = -KB1 * c1 / root
    dD[:, :3, :3], dD[:, 3:, 3:] = KB2 * s2 / mB1, KB2 * s2 / mB2
    dD[:, :3, 3:] = dD[:, 3:, :3] = KB1 * s1 / root
    return D, dD


def modes(k, dyn):
    """Frequencies (Hz) and normal group velocities (m/s)."""
    D, dD = dyn(k)
    w2, e = np.linalg.eigh(D)
    w = np.sqrt(w2)
    return w / (2 * np.pi), ((dD @ e) * e).sum(axis=1) / (2 * w)


def zone_mesh(n, a):
    idx = np.indices((n, n, n)).reshape(3, -1).T
    b = 2 * np.pi / a * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    return ((idx + OFFSET) / n) @ b


def bin_modes(nu, vz, a, nb):
    """Rows: flux of v_z>0, flux of v_z<0, number of modes per volume."""
    assert nu.max() < NU_MAX
    i = (nu / NU_MAX * nb).astype(int).ravel()
    v = vz.ravel()
    rows = [np.bincount(i, weights=x, minlength=nb)
            for x in (np.maximum(v, 0), np.maximum(-v, 0), np.ones_like(v))]
    return np.array(rows) / (len(nu) * a**3 / 4)


def merge(s, nb):
    return s.reshape(s.shape[:-1] + (nb, -1)).sum(-1)


def series(a, b):
    return a * b / np.where(a + b > 0, a + b, 1.0)


def centres(nb):
    return (np.arange(nb) + 0.5) * NU_MAX / nb


def mode_heat(nu, T):
    y = planck * nu / (2 * kB * T)
    return kB * (y / np.sinh(y))**2


def conductance(sA, sB, T):
    return np.sum(mode_heat(centres(len(sA)), T) * series(sA, sB))


def crossing_flux(dyn, a, n_par, n_z, nb):
    """One-way flux weight per bin from upward crossings along k_z."""
    i, j, m = np.indices((n_par, n_par, n_z)).reshape(3, -1)
    f1, f2 = (i + 0.23) / n_par, (j + 0.38) / n_par
    k = 2 * np.pi / a * np.stack(
        [f1 + f2, f1 - f2, 2 * (m + 0.41) / n_z], axis=1)
    w2 = np.linalg.eigvalsh(dyn(k)[0])
    nu = np.sqrt(w2).reshape(n_par**2, n_z, -1) / (2 * np.pi)
    nxt = np.roll(nu, -1, axis=1)
    up = nxt > nu
    lo, hi = np.sort(nu[up]), np.sort(nxt[up])
    f = centres(nb)
    count = np.searchsorted(lo, f) - np.searchsorted(hi, f)
    return count / n_par**2 * (NU_MAX / nb) / (a**2 / 2)


# Velocities against finite differences of the frequencies
rng = np.random.default_rng(4)
for dyn, a in ((dyn_A, aA), (dyn_B, aB)):
    k = rng.uniform(-1, 1, (20, 3)) * 2 * np.pi / a
    step = np.array([0, 0, 1e-5 * 2 * np.pi / a])
    fd = 2 * np.pi * (modes(k + step, dyn)[0]
                      - modes(k - step, dyn)[0]) / (2 * step[2])
    v = modes(k, dyn)[1]
    assert np.max(np.abs(v - fd)) < 1e-4 * np.max(np.abs(v))

# Longitudinal zone-boundary frequency of A against its closed form
kX = np.array([[0, 0, 2 * np.pi / aA]])
nuX = np.sqrt(np.linalg.eigvalsh(dyn_A(kX)[0])[0, -1]) / (2 * np.pi)
assert abs(nuX / (np.sqrt(8 * KA / mA) / (2 * np.pi)) - 1) < 1e-10

# Exact gain in the series combination when two bins are merged
a1, a2, b1, b2 = sp.symbols('a1 a2 b1 b2', positive=True)
hs = lambda x, y: x * y / (x + y)
gain = hs(a1 + a2, b1 + b2) - hs(a1, b1) - hs(a2, b2)
claim = (a1*b2 - a2*b1)**2 / ((a1+b1) * (a2+b2) * (a1+a2+b1+b2))
assert sp.simplify(gain - claim) == 0

# Binned fluxes on three meshes
meshes = (12, 24, 48)
fluxA, fluxB = {}, {}
for n in meshes:
    nuA, vA = modes(zone_mesh(n, aA), dyn_A)
    nuB, vB = modes(zone_mesh(n, aB), dyn_B)
    fluxA[n] = bin_modes(nuA, vA, aA, NB_FINE)
    fluxB[n] = bin_modes(nuB, vB, aB, NB_FINE)
    if n == meshes[0]:
        nb_tiny = 2**22
        tA = bin_modes(nuA, vA, aA, nb_tiny)[:2].mean(0)
        tB = bin_modes(nuB, vB, aB, nb_tiny)[:2].mean(0)
        G_tiny = conductance(tA, tB, 300.0)
topA, topB = nuA.max(), nuB.max()
lowB = bin_modes(nuB[:, :3], vB[:, :3], aB, NB_FINE)[:2].mean(0)


def one_way(flux, n, nb):
    return merge(flux[n][:2].mean(0), nb)


# Independent crossing-count reference
NB_REF = 2048
refA = crossing_flux(dyn_A, aA, 44, 64, NB_REF)
refB = crossing_flux(dyn_B, aB, 44, 64, NB_REF)
G_ref = {T: conductance(refA, refB, T) for T in (300.0, 30.0)}

NB = 64
sA, sB = one_way(fluxA, 48, NB), one_way(fluxB, 48, NB)
devA = np.abs(sA - merge(refA, NB)).sum() / sA.sum()
devB = np.abs(sB - merge(refB, NB)).sum() / sB.sum()
assert devA < 0.03 and devB < 0.03      # finite-mesh sampling error
G = {T: conductance(sA, sB, T) for T in (300.0, 30.0)}
assert abs(G[300.0] / G_ref[300.0] - 1) < 0.01
assert abs(G[30.0] / G_ref[30.0] - 1) < 0.02

# Conductance from a finite temperature difference of the explicit flux
f = centres(NB)
bose = lambda T: 1 / np.expm1(planck * f / (kB * T))
alphaAB = sB / np.where(sA + sB > 0, sA + sB, 1)
alphaBA = sA / np.where(sA + sB > 0, sA + sB, 1)
dT = 0.1
J = np.sum(planck * f * (bose(300 + dT/2) * alphaAB * sA
                         - bose(300 - dT/2) * alphaBA * sB))
assert abs(J / dT / G[300.0] - 1) < 1e-5


# Detailed balance with separately sampled incoming fluxes
def balance(n, use_dos=False):
    FA, FB = merge(fluxA[n], NB), merge(fluxB[n], NB)
    if use_dos:
        wA, wB = FA[2], FB[2]
        inA, inB = FA[:2].mean(0), FB[:2].mean(0)
    else:
        wA, wB = FA[:2].mean(0), FB[:2].mean(0)
        inA, inB = FA[0], FB[1]
    tot = np.where(wA + wB > 0, wA + wB, 1)
    right, left = inA * wB / tot, inB * wA / tot
    resid = np.abs(right - left).sum() / (0.5 * (right + left).sum())
    heat = np.sum(planck * f * bose(300.0) * (right - left))
    return resid, heat


bal = {n: balance(n) for n in meshes}
bal_dos = balance(48, use_dos=True)
assert bal[48][0] < 0.5 * bal[12][0] and bal[48][0] < 0.03
assert bal_dos[0] > 0.1 and bal_dos[0] > 3 * bal[48][0]

# Nested merging never lowers the classical conductance
widths_nb = (8192, 1024, 128, 64, 16)
for n in meshes:
    classical = [series(one_way(fluxA, n, q), one_way(fluxB, n, q)).sum()
                 for q in widths_nb]
    assert all(y >= x * (1 - 1e-12) for x, y in zip(classical, classical[1:]))

# Bin-width excess of the classical conductance, on the crossing-count data
fine = series(refA, refB).sum()
excess = {q: series(merge(refA, q), merge(refB, q)).sum() / fine - 1
          for q in (16, 32, 64)}
assert excess[16] > 2 * excess[32] > 4 * excess[64] > 0

# Too narrow bins at fixed mesh destroy the conductance
G_table = {n: [conductance(one_way(fluxA, n, q), one_way(fluxB, n, q), 300.0)
               for q in widths_nb] for n in meshes}
assert G_tiny < 0.02 * G_ref[300.0]
assert G_table[12][0] < 0.9 * G_ref[300.0]

G_low = conductance(sA, merge(lowB, NB), 300.0)
G_min = np.sum(mode_heat(f, 300.0) * np.minimum(sA, sB))
assert G_low < G[300.0] < G_min

print(f"A: a = {aA*1e9:.2f} nm, mass = {mA/atomic_mass:.0f} u, "
      f"spring = {KA:.0f} N/m")
print(f"B: a = {aB*1e9:.2f} nm, masses = {mB1/atomic_mass:.0f}, "
      f"{mB2/atomic_mass:.0f} u, springs = {KB1:.0f}, {KB2:.0f} N/m")
print(f"highest sampled frequency: A {topA/1e12:.3f}, B {topB/1e12:.3f} THz")
print(f"A longitudinal zone-boundary frequency: {nuX/1e12:.3f} THz")
print(f"standard bin width: {NU_MAX/NB/1e12:.3f} THz; mesh 48^3")
print("frequency (THz), channels A, channels B (1/nm^2), alpha A to B:")
for q in (8, 16, 24, 32, 40, 48, 54):
    unit = NU_MAX / NB * 1e18
    print(f"  {f[q]/1e12:.4f}  {sA[q]/unit:.3f}  {sB[q]/unit:.3f}"
          f"  {alphaAB[q]:.3f}")
print(f"flux spectrum deviation from crossing count: "
      f"A {100*devA:.2f} %, B {100*devB:.2f} %")
print("G at standard width (MW/m^2/K), by mesh: 300 K, 30 K")
for n in meshes:
    p, q = one_way(fluxA, n, NB), one_way(fluxB, n, NB)
    print(f"  {n}^3: {conductance(p, q, 300.0)/1e6:.2f}, "
          f"{conductance(p, q, 30.0)/1e6:.3f}")
print(f"  crossing count: {G_ref[300.0]/1e6:.2f}, {G_ref[30.0]/1e6:.3f}")
print("G at 300 K (MW/m^2/K) by mesh (rows) and bin width (columns)")
print("  widths (THz): " + ", ".join(f"{NU_MAX/q/1e12:.5f}"
                                     for q in widths_nb))
for n in meshes:
    print(f"  {n}^3: " + ", ".join(f"{g/1e6:.2f}" for g in G_table[n]))
print(f"12^3 mesh, bin width {NU_MAX/nb_tiny/1e6:.2f} MHz: "
      f"G = {G_tiny/1e6:.3f} MW/m^2/K")
print("classical bin-width excess, crossing-count data:")
for q in (16, 32, 64):
    print(f"  width {NU_MAX/q/1e12:.3f} THz: {100*excess[q]:.3f} %")
print("detailed-balance residual (%), net heat at equal 300 K (GW/m^2):")
for n in meshes:
    print(f"  flux alpha, {n}^3: {100*bal[n][0]:.2f}, {bal[n][1]/1e9:.4f}")
print(f"  density-of-states alpha, 48^3: {100*bal_dos[0]:.2f}, "
      f"{bal_dos[1]/1e9:.4f}")
print(f"G at 300 K without upper three B branches: "
      f"{G_low/1e6:.2f} MW/m^2/K")
print(f"upper bound from min(SA,SB) at 300 K: {G_min/1e6:.2f} MW/m^2/K")
print(f"finite-difference flux / dT at 300 K: {J/dT/1e6:.2f} MW/m^2/K")
print("all assertions hold")
```

Running it gives:

```
A: a = 0.40 nm, mass = 60 u, spring = 25 N/m
B: a = 0.50 nm, masses = 30, 50 u, springs = 20, 6 N/m
highest sampled frequency: A 7.130, B 7.342 THz
A longitudinal zone-boundary frequency: 7.131 THz
standard bin width: 0.125 THz; mesh 48^3
frequency (THz), channels A, channels B (1/nm^2), alpha A to B:
  1.0625  1.086  1.233  0.532
  2.0625  4.356  5.195  0.544
  3.0625  11.040  15.402  0.582
  4.0625  23.118  6.515  0.220
  5.0625  17.874  0.320  0.018
  6.0625  11.677  15.061  0.563
  6.8125  10.028  8.233  0.451
flux spectrum deviation from crossing count: A 0.72 %, B 0.92 %
G at standard width (MW/m^2/K), by mesh: 300 K, 30 K
  12^3: 401.53, 43.518
  24^3: 408.61, 45.712
  48^3: 409.75, 45.941
  crossing count: 406.31, 45.609
G at 300 K (MW/m^2/K) by mesh (rows) and bin width (columns)
  widths (THz): 0.00098, 0.00781, 0.06250, 0.12500, 0.50000
  12^3: 205.31, 357.24, 394.78, 401.53, 411.63
  24^3: 365.47, 401.43, 407.27, 408.61, 415.26
  48^3: 402.37, 407.91, 409.06, 409.75, 416.10
12^3 mesh, bin width 1.91 MHz: G = 0.962 MW/m^2/K
classical bin-width excess, crossing-count data:
  width 0.500 THz: 1.850 %
  width 0.250 THz: 0.674 %
  width 0.125 THz: 0.241 %
detailed-balance residual (%), net heat at equal 300 K (GW/m^2):
  flux alpha, 12^3: 5.93, 0.1785
  flux alpha, 24^3: 1.71, 0.0054
  flux alpha, 48^3: 0.55, 0.0084
  density-of-states alpha, 48^3: 33.61, 28.2064
G at 300 K without upper three B branches: 258.67 MW/m^2/K
upper bound from min(SA,SB) at 300 K: 710.29 MW/m^2/K
finite-difference flux / dT at 300 K: 409.75 MW/m^2/K
all assertions hold
```
